# The Cowley-Sze Pinning Factor and Its Two Limits

## Why the work function alone is not enough

Suppose that the electron barrier at a metal contact is estimated by subtracting the semiconductor's electron affinity from the metal's work function. For a scandium contact with a work function of roughly 3.5 eV, on a monolayer channel with an affinity of 4.2 eV, the result is $-0.70$ eV: no barrier at all. The same estimate says that a change of 2 eV in work function changes the barrier by 2 eV. Both conclusions can fail badly if the interface holds electronic states, because these states take up charge, and that charge produces a potential step between the metal and the channel.

The size of this correction follows from one charge balance and one voltage drop.

## Energies, charges and assumptions

Let $E_F$ be the Fermi level and let $E_C$ be the conduction-band edge at the interface. The electron barrier is

$$
\Phi_B=E_C-E_F .\tag{1}
$$

The metal has work function $\Phi_M$. The semiconductor has electron affinity $\chi$ and band gap $E_g$. All these quantities are energies, and $e>0$ is the elementary charge, so an electron in electrostatic potential $\phi$ has potential energy $-e\phi$.

Between the metal and the semiconductor lies a gap of thickness $\delta$ and permittivity $\varepsilon=\varepsilon_i\varepsilon_0$. It is thick enough to carry a potential drop, yet thin enough for electrons to tunnel through. The interface states on its semiconductor side can therefore come to equilibrium with the metal, and one Fermi level describes both.

The interface states have a uniform density $D$, counted per area and per energy, throughout the band gap. Their charge-neutrality level $E_{\rm CNL}$ is the level up to which they must be filled to carry no net charge. Its depth below the conduction edge is

$$
\Phi_0=E_C-E_{\rm CNL}.\tag{2}
$$

The filling is taken as sharp: states below $E_F$ are full and states above it are empty. This requires $0<\Phi_B<E_g$, so that the Fermi level lies where the states have been specified. Depletion charge and free carriers in the semiconductor are neglected, and no dipole is present other than the one formed by the metal charge and the interface-state charge.

## Charge in the interface states

Subtracting (1) from (2) gives

$$
E_F-E_{\rm CNL}=(E_C-\Phi_B)-(E_C-\Phi_0)=\Phi_0-\Phi_B .
$$

If this difference is positive, $D(\Phi_0-\Phi_B)$ extra electrons per area occupy the states. Each carries charge $-e$, so the interface charge per area is

$$
Q_{ss}=-eD(\Phi_0-\Phi_B)=eD(\Phi_B-\Phi_0).\tag{3}
$$

The formula also holds when the difference is negative. States between $E_F$ and $E_{\rm CNL}$ are then empty, and the missing electrons leave a positive charge.

The contact as a whole is neutral. With no other charge in the semiconductor, the metal surface carries

$$
Q_M=-Q_{ss}.\tag{4}
$$

## The potential step across the gap

Take the positive direction from the metal to the semiconductor. The field vanishes inside the metal, so Gauss's law gives a uniform gap field

$$
F=\frac{Q_M}{\varepsilon}.
$$

Since $F=-d\phi/dx$, the potential falls by $F\delta$ across the gap. Using (4),

$$
\phi_M-\phi_S=F\delta=-\frac{Q_{ss}\delta}{\varepsilon}.\tag{5}
$$

The same step can be read from the vacuum levels. Just outside the metal the vacuum level is $E_F+\Phi_M$. At the semiconductor it is $E_C+\chi=E_F+\Phi_B+\chi$. Their difference is the difference in electron potential energy:

$$
\Phi_M-\chi-\Phi_B=-e(\phi_M-\phi_S)=\frac{eQ_{ss}\delta}{\varepsilon}.\tag{6}
$$

The two minus signs, one from the electron charge and one from neutrality, cancel.

## Solving for the barrier

Insert (3) into (6):

$$
\Phi_M-\chi-\Phi_B=\alpha(\Phi_B-\Phi_0),\qquad
\alpha=\frac{e^2D\delta}{\varepsilon}.\tag{7}
$$

The number $\alpha$ is dimensionless. It is the potential-energy step produced across the gap per unit shift of the Fermi level relative to neutrality. Collecting the terms in $\Phi_B$ on one side gives

$$
(1+\alpha)\Phi_B=\Phi_M-\chi+\alpha\Phi_0 .
$$

Divide by $1+\alpha$ and define

$$
S=\frac{1}{1+\alpha}
=\frac{1}{1+e^2D\delta/(\varepsilon_i\varepsilon_0)}.\tag{8}
$$

Since $\alpha/(1+\alpha)=1-S$, the barrier is

$$
\boxed{\Phi_B=S(\Phi_M-\chi)+(1-S)\Phi_0.}\tag{9}
$$

It is a weighted mean of two barriers: $\Phi_M-\chi$, set by the separate materials, and $\Phi_0$, set by the interface states. If the metal is changed while $\chi$, $\Phi_0$, $D$, $\delta$ and $\varepsilon_i$ stay fixed, differentiation gives

$$
\frac{d\Phi_B}{d\Phi_M}=S.\tag{10}
$$

This slope is the Cowley-Sze pinning factor in the absence of depletion charge. A small $S$ means strong pinning. If a change of metal also alters the gap or creates new states, the slope of a plot of barrier against work function is not given by (8) with one value of $D$.

## The same result from energy

An energy argument confirms the signs and shows what opposes charge transfer. Move $N$ electrons per area from the metal to the interface states. Removing an electron from the metal costs $\Phi_M$, and placing it at the neutrality level returns $\chi+\Phi_0$. The first contribution is therefore $N(\Phi_M-\chi-\Phi_0)$.

The electrons must occupy successively higher states. At filling height $u$ above neutrality, $D\,du$ electrons each cost an additional energy $u$. The top of the filling is at $N/D$, so this contribution is

$$
\int_0^{N/D}Du\,du=\frac{N^2}{2D}.
$$

Finally, the gap field has magnitude $eN/\varepsilon$ and stores $\tfrac12\varepsilon(eN/\varepsilon)^2\delta$ per area. The total is

$$
U(N)=N(\Phi_M-\chi-\Phi_0)+\frac{N^2}{2D}
+\frac{e^2\delta N^2}{2\varepsilon}.\tag{11}
$$

Setting $dU/dN=0$ and writing $e^2\delta/\varepsilon=\alpha/D$ gives

$$
\Phi_M-\chi-\Phi_0+\frac{N}{D}(1+\alpha)=0.
$$

The second derivative $1/D+e^2\delta/\varepsilon$ is positive, so this is a minimum. Because $N/D=E_F-E_{\rm CNL}=\Phi_0-\Phi_B$,

$$
\Phi_B=\Phi_0+\frac{\Phi_M-\chi-\Phi_0}{1+\alpha},\tag{12}
$$

which is (9) rearranged.

The two quadratic terms in (11) correspond to two capacitances per area, $C_q=e^2D$ for filling the states and $C_{\rm gap}=\varepsilon/\delta$ for the field. Their ratio is $C_q/C_{\rm gap}=\alpha$, so

$$
S=\frac{C_{\rm gap}}{C_{\rm gap}+C_q}.\tag{13}
$$

Pinning is strong when the states can accept charge with little change in filling level while the gap needs a large voltage to hold that charge.

## The Schottky-Mott and Bardeen limits

For $\alpha\to0$, equation (8) gives $S\to1$, and (9) becomes

$$
\Phi_B\to\Phi_M-\chi .\tag{14}
$$

This is the Schottky-Mott limit. It is reached when $D\to0$, because there are no states to charge. Within this model it is also reached when $\delta\to0$ at fixed $D$: the states still hold charge, but that charge has no distance over which to create a potential step. A real contact need not follow this second route, since closer contact can change $D$ and add other dipoles.

For $\alpha\to\infty$, $S\to0$ and

$$
\Phi_B\to\Phi_0 .\tag{15}
$$

This is the Bardeen limit. The Fermi level approaches neutrality, yet the interface charge need not vanish. From (3) and (12),

$$
Q_{ss}=\frac{eD}{1+\alpha}(\Phi_M-\chi-\Phi_0)
=\frac{\varepsilon}{e\delta}\frac{\alpha}{1+\alpha}
(\Phi_M-\chi-\Phi_0).
$$

At fixed $\delta$ and $\varepsilon$, letting $D\to\infty$ gives

$$
Q_{ss}\to\frac{\varepsilon}{e\delta}(\Phi_M-\chi-\Phi_0).\tag{16}
$$

An ever smaller displacement from neutrality multiplies an ever larger density of states. The product is the finite charge needed to support the remaining potential step.

## A scandium contact on a monolayer channel

Take $\Phi_M=3.5$ eV as a rough value for scandium, and choose $\chi=4.2$ eV, $E_g=2.0$ eV, $\Phi_0=0.5$ eV, $\delta=0.30$ nm, $\varepsilon_i=1$ and $D=5\times10^{13}$ cm$^{-2}$ eV$^{-1}$. The two capacitances are $C_q=8.011$ and $C_{\rm gap}=2.951$ μF/cm$^2$. Hence

$$
\alpha=\frac{8.011}{2.951}\simeq2.71,\qquad
S=\frac{2.951}{2.951+8.011}\simeq0.269 .
$$

Equation (9) then gives

$$
\Phi_B=0.269(-0.70)+0.731(0.50)\simeq0.18\ {\rm eV}.
$$

The interface states have created a barrier where the separate materials would give none. The Fermi level lies 0.32 eV above neutrality, so the states hold $1.6\times10^{13}$ extra electrons per cm$^2$, a charge of $-2.6$ μC/cm$^2$. These electrons raise the channel's bands relative to the metal.

Two model metals with work functions of 4.5 and 5.5 eV, all other parameters being held fixed, have barriers of 0.45 and 0.72 eV. A span of 2 eV in work function has become a span of 0.54 eV in barrier. A numerical solution that combines Poisson's equation with explicit filling of the states gives the slope 0.2692, in agreement with (8). Direct minimization of (11) gives 0.1769 eV for scandium, the same as that solution.

Written over the common denominator $1+\alpha$, (9) has the numerator $\Phi_M-\chi+\alpha\Phi_0$. Within (9), the scandium barrier is positive only if this numerator is positive. Thus

$$
D>\frac{\varepsilon(\chi-\Phi_M)}{e^2\delta\Phi_0}
=2.6\times10^{13}\ {\rm cm^{-2}\,eV^{-1}}.\tag{17}
$$

Below this density, (9) puts the Fermi level inside the conduction band. Free electrons, which (9) omits, then matter, and the negative value is not a barrier height. At 300 K they already raise the barrier noticeably just above this density.

The 5.5 eV metal stays within the band gap in both limits, so it can be followed through the whole range. Its Schottky-Mott barrier is 1.30 eV:

| $D$ (cm$^{-2}$ eV$^{-1}$) | $S$ | $\Phi_B$ (eV) |
|---|---:|---:|
| $10^{11}$ | 0.995 | 1.296 |
| $10^{13}$ | 0.648 | 1.019 |
| $10^{14}$ | 0.156 | 0.624 |
| $10^{16}$ | 0.002 | 0.501 |

The barrier approaches 0.50 eV, while by (16) the charge approaches $1.5\times10^{13}$ positive elementary charges per cm$^2$. The last row only illustrates the limit: $10^{16}$ cm$^{-2}$ eV$^{-1}$ over a 2 eV gap is about 17 states per unit cell of molybdenum disulphide, more than a monolayer can be expected to supply as gap states.

## What uniformity contributes

Let the density depend on energy measured from the band edges. Raising $\Phi_B$ by $d\Phi_B$ lowers the Fermi level relative to these states and empties $D(E_F)\,d\Phi_B$ of them. Hence $dQ_{ss}=eD(E_F)\,d\Phi_B$. Differentiating (6) gives

$$
d\Phi_M-d\Phi_B=\frac{e^2\delta D(E_F)}{\varepsilon}\,d\Phi_B,
$$

and therefore

$$
\frac{d\Phi_B}{d\Phi_M}
=\frac1{1+e^2\delta D(E_F)/\varepsilon}.\tag{18}
$$

The slope depends on the density at the Fermi level. Uniform $D$ makes it constant and makes (9) a straight line.

As a test, the example's density was multiplied by $1+4(E-E_{\rm CNL})^2$, with energies in eV. The slope became 0.214 at scandium and 0.239 at the 5.5 eV metal. Both are below 0.269 because the density at each Fermi level exceeds its minimum value.

## How large are the neglected effects?

**Semiconductor charge.** Let the monolayer contain $N_d$ ionized donors per area. Their charge $eN_d$ adds to $Q_{ss}$ in (6), so the right side of (7) gains $e^2N_d\delta/\varepsilon$. Solving again gives the shift

$$
\Delta\Phi_B=-S\frac{e^2N_d\delta}{\varepsilon}.\tag{19}
$$

For $N_d=10^{12}$ cm$^{-2}$ it is $-15$ meV. With a fixed sheet of donors the line shifts but its slope does not. In a thick semiconductor the depletion charge can vary with the barrier, and the slope then changes too.

**Temperature.** For uniform $D$, thermal filling above $E_F$ balances thermal emptying below it, apart from the tails cut off by the band edges. Including these tails and free conduction electrons, with a band mass of half the electron mass and fourfold degeneracy, raises the barrier by 0.15 meV at 300 K and 1.1 meV at 400 K. Donors are left out of this comparison.

**Channel thickness.** The interface charge has so far been a sheet at the edge of the gap. Spread it instead uniformly through a layer of thickness $t$ and permittivity $\varepsilon_s$. At depth $x$ the charge still ahead is $Q_{ss}(1-x/t)$, so the potential relative to the front face is

$$
\phi(x)-\phi(0)=\frac{Q_{ss}}{\varepsilon_s}
\left(x-\frac{x^2}{2t}\right).
$$

Its average over the layer is $Q_{ss}t/(3\varepsilon_s)$. If the band edge follows this average, $\delta/\varepsilon$ is replaced by $\delta/\varepsilon+t/(3\varepsilon_s)$. For $t=0.65$ nm and a relative permittivity of 6, the scandium barrier rises by 26 meV.

**Push-back dipole.** When a metal approaches another surface, its outer electron cloud can be pushed back, which lowers the effective work function. By (10), a lowering of 0.3 eV changes the barrier by $-0.269\times0.3$ eV, or $-81$ meV. This is nearly half the calculated barrier and is the largest of the shifts in $\Phi_B$ estimated here.

**Tunnelling through the gap.** The gap field is 29 MV/cm, but the energy step across the gap is only 0.88 eV. Without image forces, the tunnelling barrier, measured from the Fermi level, rises from 3.5 eV at the metal to $\chi+\Phi_B\simeq4.4$ eV at the channel. A semiclassical estimate with the free-electron mass gives a transmission of about $2\times10^{-3}$. For an assumed attempt rate of $10^{14}$ s$^{-1}$, the exchange time is about 4 ps. This is an order of magnitude only: the semiclassical value omits the wave-matching prefactor, which raises the transmission by a factor of about 2.5 to 4 for band bottoms 1 to 5 eV below the Fermi level. In so thin a gap, image forces would lower the barrier strongly and make the exchange faster. The estimate therefore supports the common Fermi level for steady or slowly varying conditions, but it also shows that the gap is not a perfect insulator.

**Tunnelling at the contact edge.** Current may also tunnel sideways through the barrier between the contact and the channel. For a triangular barrier of assumed width $w=5$ nm, the local height at distance $x$ is $\Phi_B(1-x/w)$. At energy $E$ above the Fermi level, with band mass $m$, integrating the semiclassical decay rate to the turning point gives

$$
T(E)=\exp\left[-\frac{4w}{3\hbar}
\frac{\sqrt{2m}\,(\Phi_B-E)^{3/2}}{\Phi_B}\right].\tag{20}
$$

Weighting $T(E)$ by the Boltzmann factor between the Fermi level and the barrier top gives a tunnelling flux 5.6 times the thermionic flux at 300 K. If the total flux at 300 K were attributed to thermionic emission alone, with its ideal prefactor, the apparent barrier would be lower by $k_BT\ln(1+5.6)\simeq49$ meV. A barrier read from the temperature slope of the flux, after the ideal thermionic prefactor has been divided out, is lowered by a different amount, about 69 meV near 300 K for the same $T(E)$, and by more at lower temperatures. The barrier $\Phi_B$ itself would be unchanged. These figures rest on (20), which has no wave-matching prefactor, and on full transmission above the barrier top. Solving the Schrödinger equation for the same triangle and mass, with the band bottom on the contact side between 0 and 5 eV below the Fermi level, gives a total flux between 8.6 and 2.2 times the ideal thermionic flux in place of 6.6. The apparent lowering at 300 K then lies between 56 and 21 meV, so only its size, a few tens of meV, is reliable.

## Reading the result for real contacts

The affinity, band gap and spacing used here are rough values for monolayer transition-metal dichalcogenides, while $D$ and $\Phi_0$ are model choices. Slopes of roughly 0.1 have been reported for evaporated metals on molybdenum disulphide, which indicates stronger pinning than in this example. Effective barriers reported for scandium on multilayer molybdenum disulphide are roughly tens of meV, well below the calculated 0.18 eV. Real contacts break the assumption of no additional dipole, and the 0.3 eV push-back considered above would by itself reduce the result to about 0.10 eV. Edge tunnelling acts in the same direction on the apparent barrier. These estimates do not establish the cause of the difference, because deposition can also create defects or a reacted layer, and screening by the metal can change the band gap. Neither effect is included.

For contact design, (9) supports a conditional rule. Lowering the work function by $\Delta\Phi_M$ lowers the barrier by $S\Delta\Phi_M$, provided that the interface itself does not change, $D$ is uniform over the energies crossed, and the Fermi level stays in the band gap, far enough from both band edges for free carriers to be neglected. For the example's density and band mass at 300 K, free carriers at a distance of $5k_BT$ from the band edge shift the barrier by about 1 meV and reduce the slope by about 3 %; at $D=10^{13}$ cm$^{-2}$ eV$^{-1}$ the same distance gives about 2 meV and 8 %, so a smaller $D$ requires a larger distance. When $S$ is small, a shift of $\Phi_0$ passes almost fully into the barrier, with weight $1-S$. A small fractional change $\Delta D/D$ shifts the barrier by $-S(1-S)(\Phi_M-\chi-\Phi_0)\,\Delta D/D$, which vanishes as $S\to0$; in the example, a 10 % reduction of $D$ still lowers the scandium barrier by about 25 meV. At fixed $\Phi_0$, $\delta$ and $\varepsilon_i$, reducing $D$ lowers the electron barrier only if $\Phi_M-\chi<\Phi_0$, as for scandium here. For the 5.5 eV metal the inequality is reversed, and removing states raises the barrier. The numerical output below gives the remaining values of the density sweep.

## Table of computed values

```
Affinity 4.20 eV; band gap 2.00 eV
Neutrality depth 0.50 eV
Gap thickness 0.30 nm; relative permittivity 1.0
Interface-state density 5.00e+13 cm^-2 eV^-1
Alpha 2.7143; pinning factor S 0.2692
Slope from self-consistent barriers 0.2692
Gap capacitance 2.951 uF/cm2
Interface-state capacitance 8.011 uF/cm2
scandium: work function 3.50 eV, Schottky-Mott -0.70 eV, barrier 0.1769 eV
metal A: work function 4.50 eV, Schottky-Mott 0.30 eV, barrier 0.4462 eV
metal B: work function 5.50 eV, Schottky-Mott 1.30 eV, barrier 0.7154 eV
Scandium barrier by energy minimum 0.1769 eV
Scandium barrier onset density 2.579e+13 cm^-2 eV^-1
Scandium Fermi level above neutrality 0.3231 eV
Scandium state charge -1.615e+13 e/cm2
Scandium state charge -2.588 uC/cm2
Scandium vacuum-level step -0.8769 eV
Scandium gap field 29.23 MV/cm
Sweep for metal B: D (cm^-2 eV^-1), S, barrier (eV)
  1e+11  0.99460  1.29568
  1e+12  0.94851  1.25881
  1e+13  0.64815  1.01852
  1e+14  0.15556  0.62445
  1e+15  0.01809  0.51447
  1e+16  0.00184  0.50147
Metal B limiting state charge 1.474e+13 e/cm2
Curved D: slope at scandium 0.2139, at metal B 0.2393
Donor density 1.0e+12 cm^-2; barrier shift -14.62 meV
Band mass 0.50 m0; spin-valley degeneracy 4
Thermal and free-electron shift at 300 K 0.147 meV
Thermal and free-electron shift at 400 K 1.057 meV
Layer thickness 0.65 nm; permittivity 6.0; shift 26.12 meV
Push-back 0.30 eV; barrier shift -80.77 meV
Gap tunnelling probability 2.25e-03
Attempt rate 1.0e+14 s^-1; exchange time 4.45 ps
Lateral barrier width 5.0 nm
Lateral tunnelling/thermionic flux at 300 K 5.60
Apparent barrier lowering at 300 K 48.8 meV
```
